# Rebuilding a One-Dimensional Crystal Potential from Gaps and Dirichlet Levels

An electron in a one-dimensional crystal has bands of allowed energies separated by gaps. The band edges do not fix the potential: sliding the crystal sideways changes $V(x)$ at a given point but moves no edge. The missing information appears when a hard wall is placed at $x$. The wall forces $\psi(x)=0$ and can bind a state at an energy inside a gap, and this energy moves as the wall moves. Edges and wall levels together give the potential at the wall. If no gap is open, the levels cannot move, and the potential must be constant.

In atomic units let

$$H=-\tfrac12\frac{d^2}{dx^2}+V(x),\qquad V(x+a)=V(x),$$

with $V$ real and continuous. For a base point $x$, let $c$ and $s$ solve $H\psi=E\psi$ with $c(x)=1$, $c'(x)=0$, $s(x)=0$, $s'(x)=1$. The matrix carrying $(\psi,\psi')$ from $x$ to $x+a$ is

$$M(x,E)=\begin{pmatrix}c(x+a)&s(x+a)\\c'(x+a)&s'(x+a)\end{pmatrix},\qquad \det M=1,$$

the determinant being the conserved Wronskian. Moving the base point changes $M$ by a similarity transformation, so $\Delta(E)=\mathrm{tr}\,M$ does not depend on $x$. Periodic states have $\Delta=2$, antiperiodic states $\Delta=-2$. Write $E_0$ for the lowest periodic level and $\ell_n\le u_n$ for the edges of gap $n$ (antiperiodic for odd $n$, periodic for even $n$), with width $\gamma_n=u_n-\ell_n$. Put $S(x,E)=M_{12}$. Its zeros $\mu_n(x)$, $n=1,2,\dots$, are the Dirichlet levels: the eigenvalues on $[x,x+a]$ with $\psi=0$ at both ends.

Each closed interval $[\ell_n,u_n]$ holds exactly one of them. To see this, replace $V$ by $tV$ and raise $t$ from 0 to 1. At $t=0$, $E_0=0$ and $\ell_n=u_n=\mu_n=e_n$, where $e_n=n^2\pi^2/(2a^2)$. By the min-max principle all levels move continuously with $t$. Periodic and antiperiodic levels never meet, since $\Delta$ cannot be both $2$ and $-2$, so the order $E_0<\ell_1\le u_1<\ell_2\le\dots$ persists. Between $u_n$ and $\ell_{n+1}$, $\Delta$ runs between $\pm2$ and $\mp2$ without taking either value, so $|\Delta|<2$ there: this is a band. At a Dirichlet level $M_{12}=0$, hence $M_{11}M_{22}=1$ and $|\Delta|=|M_{11}+1/M_{11}|\ge2$. A Dirichlet level therefore cannot enter a band, and $\mu_n$ stays in its own gap.

The orders of the zeros of $S$ and $\Delta^2-4$ are needed next. Let $U(y)$ have rows $(c,s)$ and $(c',s')$ at $y$. Then $U'=AU$ with

$$A=\begin{pmatrix}0&1\\2(V-E)&0\end{pmatrix},\qquad \partial_EA=\begin{pmatrix}0&0\\-2&0\end{pmatrix}.$$

Variation of constants gives $\partial_EM=MN$, where

$$N=\int_x^{x+a}U^{-1}(\partial_EA)U\,dy=2\int_x^{x+a}\begin{pmatrix}cs&s^2\\-c^2&-cs\end{pmatrix}dy .$$

At $E=\mu_n$, where $M_{12}=0$, the upper right entry is

$$\partial_ES=2M_{11}\int_x^{x+a}s^2\,dy\neq0, \tag{1}$$

so the zeros of $S$ are simple.

For the trace, use $U(y)MU(y)^{-1}=M(y,E)$, the transfer matrix based at $y$:

$$\frac{d\Delta}{dE}=\int_x^{x+a}\mathrm{tr}\,[M(y,E)\,\partial_EA]\,dy=-2\int_x^{x+a}S(y,E)\,dy .$$

Consider an edge with $M\ne\sigma$, $\sigma=\pm1$. There is one Bloch state $\psi$, which can be taken real, and $M(y)-\sigma$ has rank one, with kernel and range both along $(\psi,\psi')^T$. Hence

$$M(y)-\sigma=k\begin{pmatrix}\psi\\\psi'\end{pmatrix}(-\psi',\ \psi),\qquad S(y,E)=k\,\psi(y)^2. \tag{2}$$

The constant $k\neq0$ does not depend on $y$, because column and row are carried along by $U$ and $U^{-1}$. Thus $d\Delta/dE\ne0$ and the zero of $\Delta^2-4$ is simple. If instead $M=\sigma$, both solutions are Bloch states and the gap is closed. Then $M(E+\varepsilon)=\sigma(1+\varepsilon N)+O(\varepsilon^2)$, and since $N$ is traceless,

$$\Delta^2-4=(M_{11}-M_{22})^2+4M_{12}M_{21}=-4\varepsilon^2\det N+O(\varepsilon^3).$$

Here $\det N=4[\int c^2\int s^2-(\int cs)^2]>0$ by the Cauchy–Schwarz inequality, so the zero is double. The zeros of $\Delta^2-4$ are therefore $E_0$ and all $\ell_n,u_n$, a closed gap being counted twice.

The quantity that joins the two sets of zeros is the Green function $G(x,E)$, the diagonal element of $(H-E)^{-1}$ on the whole line. Take $E<E_0$, where $\Delta>2$ and $M$ has eigenvalues $\rho>1$ and $1/\rho$. Let $\psi_+$ and $\psi_-$ be the Bloch solutions multiplied by $\rho$ and $1/\rho$ per period. Neither vanishes at $x$, since $x$ would then be a Dirichlet point with a level below $E_0$; normalize both to 1 there. The first row of $M$ gives $M_{11}+S\psi_\pm'(x)=\rho^{\pm1}$, so

$$\psi_+'(x)-\psi_-'(x)=\frac{\rho-\rho^{-1}}{S}=\frac{\sqrt{\Delta^2-4}}{S}.$$

The kernel is proportional to $\psi_+$ on the left of the source and $\psi_-$ on the right. The kinetic factor $\tfrac12$ makes its slope jump by $-2$, so $G\,(\psi_-'-\psi_+')=-2$ and

$$G(x,E)=\frac{2S(x,E)}{\sqrt{\Delta(E)^2-4}}. \tag{3}$$

Both $S$ and $\Delta^2-4$ are entire functions of $E$ whose logarithm grows no faster than $\sqrt{|E|}$. By Hadamard's theorem each is a constant times the product over its zeros. Add a constant to $V$, if necessary, to make $E_0>0$; this shifts all levels equally. Then

$$G(x,E)^2=\frac{C}{E_0-E}\prod_{n\ge1}\frac{(\mu_n-E)^2}{(\ell_n-E)(u_n-E)} .$$

The product converges because all $\gamma_n$ are bounded by $2\max|V|$ while $\ell_n$ grows as $n^2$. For the same reason it tends to 1 as $E\to-\infty$. With $E=-\kappa^2/2$ the free Green function is $1/\kappa$, and the potential does not alter this leading term, as shown next. Thus $1/\kappa^2=C/(\kappa^2/2)$, so $C=\tfrac12$ and

$$G(x,E)^2=\frac{1}{2(E_0-E)}\prod_{n\ge1}\frac{(\mu_n-E)^2}{(\ell_n-E)(u_n-E)}. \tag{4}$$

Far below the spectrum the Green function sees only the neighbourhood of $x$. With the free kernel $G_0(x,y)=e^{-\kappa|x-y|}/\kappa$, the resolvent identity used twice reads

$$G=G_0-G_0VG_0+G_0VGVG_0 .$$

The second term on the diagonal is

$$-\frac1{\kappa^2}\int e^{-2\kappa|x-y|}V(y)\,dy=-\frac{V(x)}{\kappa^3}+o(\kappa^{-3}),$$

because the exponential has weight $1/\kappa$ and $V$ is continuous. The third term is at most $\|VG_0(\cdot,x)\|^2/(E_0-E)$. The squared norm is at most $\max|V|^2/\kappa^3$, so this term is $O(\kappa^{-5})$. Therefore

$$\kappa G=1-\frac{V(x)}{\kappa^2}+o(\kappa^{-2}),\qquad \ln(\kappa^2G^2)=\frac{V(x)}{E}+o(1/E), \tag{5}$$

where $-2/\kappa^2=1/E$ was used.

Now multiply (4) by $\kappa^2=-2E$ and take the logarithm:

$$\ln(\kappa^2G^2)=-\ln\Big(1-\frac{E_0}{E}\Big)+\sum_nL_n,\qquad L_n=\ln\frac{(1-\mu_n/E)^2}{(1-\ell_n/E)(1-u_n/E)} .$$

For each $n$, $E\,L_n\to\ell_n+u_n-2\mu_n$ as $E\to-\infty$. To take this limit inside the sum, note that $\ell_n\le\mu_n\le u_n$ implies

$$|L_n|\le\ln\frac{u_n-E}{\ell_n-E}\le\frac{\gamma_n}{\ell_n-E},\qquad |E\,L_n|\le\gamma_n .$$

Thus a finite $\sum_n\gamma_n$ is enough. Comparison with (5) then gives the trace formula

$$V(x)=E_0+\sum_{n\ge1}\big[\ell_n+u_n-2\mu_n(x)\big]. \tag{6}$$

Since each bracket is at most $\gamma_n$ in size, the series converges uniformly in $x$.

The gap widths are summable if $V(x)=\sum_jV_je^{ijgx}$, $g=2\pi/a$, has $\sum_j|V_j|<\infty$. Widths do not depend on $V_0$, so set $V_0=0$ for this argument. The edges of gap $n$ belong to combinations of the plane waves with wave number $(n/2-j)g$, whose kinetic energies are $e_n+\tfrac12g^2j(j-n)$. The waves $j=0$ and $j=n$ are degenerate; the others lie at least $\tfrac12g^2(n-1)$ away. Eliminating these others leaves a $2\times2$ problem. Complex conjugation exchanges the two waves and leaves $H$ unchanged, so both diagonal entries are the same real function $e_n+\alpha(E)$, and the edges satisfy

$$E-e_n-\alpha(E)=\pm|\beta(E)| .$$

The off-diagonal entry $\beta$ consists of $V_n$, a second-order term bounded by $(C/n)\sum_j|V_j||V_{n-j}|$, and a remainder $O(1/n^2)$, because every further use of $V$ brings another denominator of order $n$. All three are summable over $n$; for the second, $\sum_{n\ge1}\sum_j|V_j||V_{n-j}|\le(\sum_j|V_j|)^2$. Call the resulting bound $b_n$. As $d\alpha/dE=O(1/n^2)$, subtracting the two edge equations gives $\gamma_n\le O(1/n^2)\gamma_n+2b_n$, and $\sum\gamma_n$ is finite. To leading order $\gamma_n\approx2|V_n|$ when $V_n$ dominates.

For a weak potential (6) becomes familiar. To first order $E_0=V_0$ and $\ell_n+u_n=2e_n+2V_0$, the splitting $\pm|V_n|$ having cancelled. The Dirichlet state has density $(2/a)\sin^2[n\pi(y-x)/a]$, so

$$\mu_n=e_n+V_0-\frac1a\int_x^{x+a}V(y)\cos[ng(y-x)]\,dy=e_n+V_0-\mathrm{Re}\,(V_ne^{ingx}).$$

Each bracket in (6) is then $2\,\mathrm{Re}(V_ne^{ingx})$, the $n$-th term of the Fourier series. For a strong potential the brackets are no longer single harmonics, but their sum still gives $V$.

From (6) and $|\ell_n+u_n-2\mu_n|\le\gamma_n$ follows

$$|V(x)-E_0|\le\sum_{n\ge1}\gamma_n . \tag{7}$$

If all gaps are closed, the right side is zero and $V(x)=E_0$ for every $x$. This is Borg's theorem. For this conclusion continuity of $V$ suffices and the summability argument can be skipped: with $\ell_n=\mu_n=u_n$ every factor in (4) equals 1, so $\kappa^2G^2=(1-E_0/E)^{-1}$, whose logarithm is $E_0/E+O(1/E^2)$, and (5) gives $V=E_0$. The bound (7) also covers the nearly gapless crystal: a small total gap width forces a nearly flat potential.

Two conditions cannot be dropped. Without periodicity, a single repulsive barrier on an otherwise free line has the spectrum $[0,\infty)$, with no gap, and is not constant. Without reality, take $V=V_0e^{igx}$ with a constant $V_0$. Shifting $x$ multiplies $V_0$ by a phase and leaves $\Delta$ unchanged. Since $\Delta$ is analytic in $V_0$ and constant on every circle $|V_0|=\text{const}$, it does not depend on $V_0$ at all, and $\Delta=2\cos(a\sqrt{2E})$ as for a free electron. All gaps are closed in the sense that the two edges coincide, every zero of $\Delta^2-4$ above $E=0$ being double. But $H$ is not self-adjoint: $M$ need not equal $\sigma$ at these zeros, and nothing holds the Dirichlet levels at the edges.

The levels $\mu_n(x)$ obey an equation of motion. As the base point moves, $\partial_xM=AM-MA$, whose upper right entry is $\partial_xS=M_{22}-M_{11}$. Differentiating $S(x,\mu_n(x))=0$ and using (1) with $M_{11}=1/M_{22}$ gives

$$\frac{d\mu_n}{dx}=\frac{M_{11}-M_{22}}{\partial_ES}=\frac{1-M_{22}^2}{2\int_x^{x+a}s^2\,dy}. \tag{8}$$

The wall state is multiplied by $M_{22}$ in each period. If $|M_{22}|<1$ it decays to the right and is bound to the wall of the right half-crystal. Moving the wall to the right then squeezes it, and its energy rises. If $|M_{22}|>1$ the state belongs to the left half-crystal and its energy falls.

The velocity can be written through the levels alone. At $\mu_n$, $(M_{11}-M_{22})^2=\Delta^2-4$, and (3) with $S\approx(E-\mu_n)\,\partial_ES$ gives $(\mu_n')^2=\lim_{E\to\mu_n}4(E-\mu_n)^2/G^2$. Inserting (4), continued analytically to this energy,

$$(\mu_n')^2=8(\mu_n-E_0)(\mu_n-\ell_n)(u_n-\mu_n)\prod_{m\ne n}\frac{(\ell_m-\mu_n)(u_m-\mu_n)}{(\mu_m-\mu_n)^2}.$$

For an open gap set $\mu_n=\tfrac12(\ell_n+u_n)+\tfrac12\gamma_n\cos\theta_n$. Then $(\mu_n-\ell_n)(u_n-\mu_n)=\tfrac14\gamma_n^2\sin^2\theta_n$ cancels against $(\mu_n')^2=\tfrac14\gamma_n^2\sin^2\theta_n\,(\theta_n')^2$, leaving

$$\theta_n'=\Big[8(\mu_n-E_0)\prod_{m\neq n}\frac{(\ell_m-\mu_n)(u_m-\mu_n)}{(\mu_m-\mu_n)^2}\Big]^{1/2}. \tag{9}$$

The bracket is positive, since $\mu_n$ lies outside every other gap. By (2), $\mu_n$ touches an edge only where the edge state vanishes, at isolated points, so it turns there and $\theta_n$ runs on with the positive root. The edge state at $\ell_n$ has a zero, being antiperiodic or orthogonal to the nodeless ground state. Placed at such a zero, it is the $n$-th Dirichlet state, with $n-1$ interior nodes, hence $n$ zeros per period. Thus $\theta_n$ advances by $2\pi n$ per period. With finitely many open gaps, the edges and the angles at one point determine all $\theta_n(x)$ from (9), and then $V$ everywhere from (6).

For an example take $a=4$ Å and

$$V(x)=1+3\cos(2\pi x/a)+1.5\sin(4\pi x/a)\ \text{eV}.$$

These are round model parameters and represent no particular material. At $x=0.5$ Å the potential is $1+3\cos(\pi/4)+1.5=4.6213$ eV (0.16983 hartree). The bottom of the spectrum is $E_0=0.5081$ eV. The first gap runs from 1.6972 to 4.6858 eV and has $\mu_1=1.9944$ eV, so its bracket is

$$1.6972+4.6858-2\times1.9944=2.3942\ \text{eV},$$

and the partial sum is 2.9023 eV. The second gap, from 9.7907 to 11.2980 eV with $\mu_2=9.7916$ eV, adds 1.5056 eV and brings it to 4.4079 eV. Three gaps give 4.5891 eV, four 4.6197 eV, and twelve reproduce 4.621320 eV. At 25 points across a period the largest deviation with twelve gaps is $1.4\times10^{-10}$ eV. This is the numerical error of the computed levels, not the truncation of the series: the widths of the omitted gaps add up to less than $10^{-14}$ eV.

The first two widths, 2.989 and 1.507 eV, are close to $2|V_1|=3$ and $2|V_2|=1.5$ eV. The third, 0.237 eV, has no first-order part because $V_3=0$; its second-order part comes from the product $V_1V_2$. The weak-potential reading is rougher for the separate terms: the first harmonic contributes 2.121 eV to $V$ at this point, the first bracket 2.394 eV, and $E_0$ lies about 0.49 eV below the mean potential. These differences cancel in the full sum. The bound (7) holds with little to spare: the largest $|V-E_0|$ is 4.389 eV, the widths add up to 4.767 eV.

The Green function gives a separate test of (3) and (4). At 3 eV below $E_0$ its value at $x=0.5$ Å is 0.1137419 (eV Å)$^{-1}$ from a sum over Bloch states, and 0.1137418 from both the transfer matrix and the product over levels. The local estimate $\kappa^2(1-\kappa G)$ gives 4.5957 eV at $\kappa=10$ and 4.6149 eV at $\kappa=20$ inverse bohr. Doubling $\kappa$ cuts the error from 0.0256 to 0.0064 eV, a factor of four.

At this point $\mu_1,\mu_2,\mu_3$ have velocities 1.226, 0.092 and 0.321 eV/Å. All are positive, so by (8) these three wall states belong to the right half-crystal. Starting from the data at this single point and keeping seven gaps, equation (9) rebuilds $V$ over the whole period with a largest error of $3.5\times10^{-7}$ eV. The seven angles advance by 1 to 7 full turns, as the node count requires.

The bound (7) can be attained. For the dimensionless operator $-d^2/dz^2+2q\cos2z$ with $q=3$, the maximum of the potential lies $8.83439189$ above $E_0$, and the first twelve gap widths add up to the same number. Every $\mu_n$ of appreciable gap width must then sit at its lower edge when the wall stands at the maximum.

A kink in the potential slows the convergence. A triangular wave between $+3$ and $-3$ eV with the same period has $V_n=4A/(\pi^2n^2)$ for odd $n$, where $A=3$ eV, and $V_n=0$ for even $n$. At its apex forty gaps give 2.9696 eV, leaving 0.0304 eV missing. The first-order widths of the omitted gaps predict the same amount:

$$\sum_{\substack{n>40\\ n\ \text{odd}}}\frac{8A}{\pi^2n^2}\approx\frac{4A}{40\,\pi^2}=0.0304\ \text{eV}.$$

The remainder at the apex thus falls as the inverse of the number of gaps kept, whereas for the smooth potential above seven gaps already bring the error below $10^{-6}$ eV. The numerical output lists the levels and sums behind these figures.

## Table of computed values

```
period a = 4.000 angstrom
mean, cos, sin amplitudes = 1.00, 3.00, 1.50 eV
bottom of spectrum E0 = 0.508111 eV = 0.018673 hartree
point x = 0.500 angstrom
gap: lower, upper, width, mu(x), partial sum (all eV)
1: 1.697198 4.685775 2.989e+00 1.994375 2.902334
2: 9.790732 11.297991 1.507e+00 9.791569 4.407919
3: 22.115902 22.353263 2.374e-01 22.143979 4.589124
4: 38.629354 38.660670 3.132e-02 38.629739 4.619669
5: 59.779316 59.781442 2.126e-03 59.779631 4.621165
6: 85.624131 85.624287 1.566e-04 85.624134 4.621315
7: 116.171868 116.171875 6.791e-06 116.171869 4.621320
V(x) directly = 4.621320 eV = 0.169830 hartree
trace formula, 12 gaps = 4.621320 eV
largest trace error over a period = 1.4e-10 eV
Green function energy = -2.491889 eV
G from Bloch sum = 0.1137419 1/(eV angstrom)
G from transfer matrix = 0.1137418 1/(eV angstrom)
G from product = 0.1137418 1/(eV angstrom)
local V from G, kappa = 10/bohr: 4.59574 eV
local V from G, kappa = 20/bohr: 4.61488 eV
mu velocities, gaps 1-3 = 1.2262, 0.0921, 0.3213 eV/angstrom
V rebuilt by the flow: x (angstrom), rebuilt (eV), direct (eV)
  0.50 4.621320 4.621320
  1.50 -2.621321 -2.621320
  2.50 0.378679 0.378680
  3.50 1.621320 1.621320
largest flow error, 7 gaps = 3.5e-07 eV
turns of theta per period = 1.00000, 2.00000, 3.00000, 4.00000, 5.00000, 6.00000, 7.00000
max |V - E0| = 4.38898 eV
sum of gap widths = 4.76680 eV
random potentials tried = 30
max|V-E0| / gap sum: from 0.5790 to 0.9910
Mathieu q = 3.0: gap sum = 8.83439189 (dimensionless)
Mathieu V(0) - E0 = 8.83439189 (dimensionless)
triangular wave amplitude = 3.00 eV, gaps kept = 40
triangular wave trace sum at apex = 2.96960 eV
missing part = 0.03040 eV, first-order tail = 0.03039 eV
gap 39 width / first-order width = 1.00000
complex potential: max |Delta - free Delta| = 3.1e-13
```
